# Why complete sputter mixing shifts a delta-layer peak but not its centroid

**Question.** A very thin marker layer lies at depth $z_0$ in a solid that is being sputtered away. The ions keep the material completely mixed from the surface down to a depth $w$. Why does the recorded profile peak a distance $w$ too close to the surface, while its centroid stays at the true depth?

**Answer.** The peak records when the marker enters the mixed zone; the centroid records when, on average, it leaves the solid. Entry comes early by $w$, because the zone reaches ahead of the surface by that distance. The marker then stays in the zone while, on average, a further thickness $w$ is eroded, and the delay cancels the early start.

## What the mixed zone does

Let $z$ be the thickness already eroded, so that the surface is at depth $z$ and the bottom of the mixed zone at $z+w$. Depths increase into the solid, and a negative shift points toward the surface. The assumptions are these:

- The zone has constant thickness, and the marker starts below it, $z_0\ge w$.
- The marker is dilute and is sputtered as readily as the matrix.
- The signal is proportional to the marker concentration at the surface.
- The layer is much thinner than $w$; roughness and information depth are neglected.

While $z<z_0-w$, the marker lies undisturbed below the zone and the signal is zero. At $z=z_0-w$ the bottom of the zone reaches it. Complete mixing spreads it at once over the thickness $w$, and some of it appears at the surface although the surface is still $w$ above the original layer.

From then on, the zone receives clean matrix from below and loses mixed material at the top. The marker concentration can only fall, so its largest value is the one at entry. This fixes the peak at $z_0-w$.

## The profile

Take a unit marker dose per area, and let $c(z)$ be its concentration in the zone. The zone then holds an amount $wc$ per area. Eroding a further thickness $dz$ removes $c\,dz$ and brings in no marker, so

$$
w\,dc=-c\,dz .
$$

At entry the whole unit dose is spread over $w$, which gives $c=1/w$. Let $s=z-(z_0-w)$ be the thickness eroded since entry. Dividing the balance by $wc$ and integrating from $s=0$ gives $\ln(wc)=-s/w$, or

$$
c(z)=\frac1w\exp\!\left[-\frac{z-z_0+w}{w}\right],\qquad z\ge z_0-w,
$$

with $c=0$ before entry. The area under the profile is

$$
\int_0^\infty \frac{e^{-s/w}}{w}\,ds=1 ,
$$

so all the marker is eventually removed. The centroid is therefore

$$
\bar z=\int_0^\infty (z_0-w+s)\,\frac{e^{-s/w}}{w}\,ds
=z_0-w+\int_0^\infty s\,\frac{e^{-s/w}}{w}\,ds .
$$

Integration by parts gives the last integral:

$$
\int_0^\infty s\,\frac{e^{-s/w}}{w}\,ds
=\left[-s\,e^{-s/w}\right]_0^\infty+\int_0^\infty e^{-s/w}\,ds=w .
$$

Hence $\bar z=z_0-w+w=z_0$.

The profile is not symmetric about this centroid. The surface reaches the true depth at $s=w$, when a fraction $1-e^{-1}=0.632$ of the marker has already gone. The smaller remainder leaves late, but some of it leaves very late. The two sides have equal moments about $z_0$:

$$
\int_0^w (w-s)\frac{e^{-s/w}}{w}\,ds
=\int_w^\infty (s-w)\frac{e^{-s/w}}{w}\,ds=\frac{w}{e}.
$$

The long tail is thus an essential part of the balance.

## Why the centroid does not need complete mixing

The mean stay equals $w$ for a reason that does not need the exponential. Let $S(s)$ be the fraction of an entering marker that is still in the zone after a further thickness $s$ has been eroded. The fraction leaving between $s$ and $s+ds$ is $-S'(s)\,ds$, so the mean stay is

$$
\bar s=\int_0^\infty s\,[-S'(s)]\,ds=\int_0^\infty S(s)\,ds .
$$

The boundary term $-sS$ vanishes at both ends if $S$ falls fast enough for the mean to exist.

Now suppose that all the matter below some plane carries a label but otherwise behaves like the matrix. Long after the zone has passed this plane, the labelled matter in it is the sum of what remains from each layer that entered. A layer of thickness $ds$ that entered a thickness $s$ ago contributes $S(s)\,ds$. Once the old matter has been flushed out, labelled matter fills the whole zone, so

$$
\int_0^\infty S(s)\,ds=w .
$$

The mean stay is $w$, and the centroid is again $z_0$. The argument requires steady mixing confined to the zone, constant density, and a marker that moves and is sputtered like the matrix. It does not require the mixing to be complete.

The peak does depend on completeness. Suppose that the marker diffuses inside the zone with diffusivity $D$, while the surface recedes at speed $v$ and no marker diffuses out through the bottom. The ratio $D/(vw)$ measures the mixing strength. I divided a zone with $w=2.0$ nm into 101 cells, eroded one cell at a time, and applied an implicit diffusion step before each removal:

| $D/(vw)$ | Peak shift (nm) |
|---:|---:|
| 0.1 | −0.46 |
| 1 | −1.41 |
| 10 | −1.86 |

With cells about 0.02 nm thick and one diffusion step per cell, these peaks lie up to 0.03 nm too deep; with 1601 cells the shifts become $-0.46$, $-1.43$ and $-1.89$ nm. In all three cases the centroid shift is below 0.0001 nm. Without mixing, the marker leaves when the surface reaches it, and both shifts are zero. Stronger mixing moves the peak toward $z_0-w$, while the centroid stays in place.

## A boron marker in silicon

Consider a boron layer at $z_0=25.0$ nm in silicon, with a dose of $1.0\times10^{13}$ cm$^{-2}$ and $w=2.0$ nm. Sputtered boron ions provide the signal. The example assumes complete mixing and boron that moves and is sputtered like silicon; it illustrates the model and does not establish these properties for real boron. The peak and centroid are at

$$
z_{\rm peak}=25.0-2.0=23.0\ \text{nm},\qquad
\bar z=23.0+2.0=25.0\ \text{nm}.
$$

Since $2.0$ nm is $2.0\times10^{-7}$ cm, the peak concentration is

$$
\frac{1.0\times10^{13}\ \text{cm}^{-2}}{2.0\times10^{-7}\ \text{cm}}
=5.0\times10^{19}\ \text{cm}^{-3}.
$$

Silicon has eight atoms per cubic cell, and its lattice parameter gives $4.99\times10^{22}$ atoms per cm$^3$. The boron fraction at the peak is therefore about $1.0\times10^{-3}$, consistent with a dilute marker. When the surface reaches the true depth, the concentration has fallen by a factor $e$, to $1.84\times10^{19}$ cm$^{-3}$.

## When the centroid moves

**Unequal sputtering.** If the marker is removed $k$ times as readily as the matrix, the balance becomes $w\,dc=-kc\,dz$. The decay length and mean stay become $w/k$, so

$$
\bar z-z_0=\frac wk-w .
$$

For $k=1.1$ the shift is $-0.18$ nm. The peak remains at $z_0-w$, because entry is unchanged. This result does need complete mixing. With diffusive mixing, the change in surface concentration reaches only a depth of order $D/v$, and the shift is smaller: $-0.11$ nm for $D/(vw)=1$ and $-0.02$ nm for $D/(vw)=0.1$.

**A marker that starts inside the zone.** If $z_0<w$ and the full zone forms at once, the marker is mixed from $z=0$. The peak is then at the surface and the centroid at $w$, whatever the original depth. A marker at 0.5 nm would have its centroid at 2.0 nm. This also needs complete mixing: with diffusive mixing the same marker has its centroid near 1.6 nm for $D/(vw)=1$ and near 0.7 nm for $D/(vw)=0.1$.

**A cut tail.** Suppose that the data end where the signal has fallen to a fraction $r$ of its peak. This happens at $s_r=w\ln(1/r)$, and the recorded area is $1-r$. Integration by parts up to $s_r$ gives

$$
\int_0^{s_r}s\,\frac{e^{-s/w}}{w}\,ds=-r s_r+w(1-r).
$$

Dividing by the recorded area and adding the entry shift $-w$ yields

$$
\bar z-z_0=-\frac{w\,r\ln(1/r)}{1-r}.
$$

The shift is $-0.51$ nm for $r=0.1$ and $-0.09$ nm for $r=0.01$. These values belong to the exponential tail of complete mixing; diffusive mixing shortens the tail, and for $r=0.1$ the shift is about $-0.36$ nm for $D/(vw)=1$ and $-0.10$ nm for $D/(vw)=0.1$. A centroid measurement therefore needs a background low enough to reveal the tail.

## Thickness, roughness and information depth

**Thickness.** With complete mixing, a uniform layer of thickness $d$, centred at $z_0$ and starting wholly below the zone, feeds the zone over an eroded thickness $d$. With $u$ measured from first entry, $w\,dc/du=1/d-c$, which gives

$$
c=\frac{1-e^{-u/w}}d,\qquad 0\le u\le d.
$$

The concentration rises until the far edge enters, so the peak is at $z_0+d/2-w$. For $d=0.5$ nm its shift is $-1.75$ nm, and its height is $0.885$ of the thin-layer value. Each sublayer keeps its own centroid, so the centroid of the whole remains at $z_0$.

**Roughness.** Symmetric roughness of fixed width averages the profile over depth offsets of zero mean, which leaves the centroid alone. Roughness that grows during erosion does not: a Gaussian width proportional to the eroded depth moves the centroid deeper, by 0.02 nm if it reaches 0.5 nm at $z_0$ and by 0.33 nm if it reaches 2 nm. Gaussian roughness blurs the sharp front into the slower tail and moves the peak deeper. For a Gaussian standard deviation of 0.5 nm, numerical maximization of the blurred thin-layer profile gives a peak shift of $-1.32$ nm and a height $0.636$ of the smooth one.

**Information depth.** Some methods, such as those that detect emitted electrons, also see marker below the surface. Let the signal from depth $x$ have weight $e^{-x/L}/L$. Once mixed, the marker contributes its former profile times $1-e^{-w/L}$, whose first moment about $z_0$ is zero. Before entry, marker buried at $x>w$ is already visible. For $z_0\gg L$ the total area is still 1, and

$$
\bar z-z_0=-\int_w^\infty x\,\frac{e^{-x/L}}L\,dx=-(w+L)e^{-w/L}.
$$

This is $-0.016$ nm for $L=0.4$ nm but $-0.923$ nm for $L=1.5$ nm. The information depth can be neglected here only if it is well below $w$.

## Comparison with a real measurement

A mixing depth of one to a few nanometres is a rough typical scale for sputtering silicon with ions of about 1 keV or less; the values above are assumed for that regime. Real mixing has no perfectly sharp lower boundary, and the erosion rate changes while the altered surface layer forms. Let the rate be $v(1+ae^{-z/b})$, and let the depth scale use the steady rate $v$ throughout. The apparent depth is then $\int_0^z dz'/(1+ae^{-z'/b})$. For $z\gg b$ it falls short of the true depth by

$$
\int_0^\infty\frac{a\,e^{-z'/b}}{1+a\,e^{-z'/b}}\,dz'=b\ln(1+a).
$$

A scale calibrated on the final crater depth uses the average rate instead and gives a different, depth-dependent shift. On the steady-rate scale, with an initial rate twice the steady one ($a=1$) and $b=1.5$ nm, peak and centroid both shift by $-1.04$ nm. This is about half the mixing shift of the peak, so a centroid gives the true depth only on a corrected depth scale. The distance from peak to centroid remains $w$ under the other assumptions of the model, since a common offset cancels from it.

All numerical values are calculated from the stated model.
